# Lower bound and quadratic error of Coulomb-metric density fitting: verification in Python

```python
"""
Result under test: for a fixed density rho and its unconstrained Coulomb-metric
fit rho_fit = sum_P c_P chi_P, with residual delta = rho - rho_fit,
    U[rho] - U[rho_fit] = (1/2)(delta|delta) >= 0,   U[f] = (1/2)(f|f),
where (f|g) is the Coulomb interaction of f and g in atomic units.
For any other coefficients the same error belongs to the robust expression
    U_rob = (rho|rho_fit) - (1/2)(rho_fit|rho_fit).
Left side: analytic Gaussian integrals. Right side: momentum-space quadrature
of |delta(k)|^2, which never uses the Coulomb integrals or the fit equations.
Symbols: J = (chi_P|chi_Q), b = (chi_P|rho), q = integral of chi_P,
N = number of electrons, lam = multiplier of the charge constraint.
System: Li2, restricted Hartree-Fock, def2-SVP orbital basis.
"""
import numpy as np
from scipy import constants
from pyscf import gto, scf, df, lib
from pyscf.gto.ft_ao import ft_ao, ft_aopair

lib.num_threads(1)
KJ_MOL = (constants.physical_constants["Hartree energy"][0]
          * constants.N_A / 1000.0)
SMALLEST_EXPONENT, RATIO = 0.04, 2.5
SHELL_COUNTS = (10, 6, 5)      # numbers of s, p and d exponents per atom


def fitting_basis(lmax):
    return [[l, [SMALLEST_EXPONENT * RATIO**n, 1.0]]
            for l in range(lmax + 1) for n in range(SHELL_COUNTS[l])]


def momentum_grid():
    """Nodes for (f|f) = (2/pi) int dk int_0^1 dx |f(k,x)|^2, x = cos(theta),
    valid for real f with axial symmetry about the z axis."""
    x, wx = np.polynomial.legendre.leggauss(128)
    x, wx = 0.5 * (x + 1), 0.5 * wx
    vectors, weights = [], []
    for low, high, count in ((0, 5, 40), (5, 20, 60), (20, 40, 60),
                             (40, 100, 40)):
        t, wt = np.polynomial.legendre.leggauss(count)
        k = low + 0.5 * (high - low) * (t + 1)
        wk = 0.5 * (high - low) * wt
        kk, xx = np.meshgrid(k, x, indexing="ij")
        g = np.stack([kk * np.sqrt(1 - xx**2), 0 * kk, kk * xx], axis=-1)
        vectors.append(g.reshape(-1, 3))
        weights.append(np.outer(wk, wx).ravel())
    return np.vstack(vectors), np.concatenate(weights) * 2 / np.pi


K_VECTORS, K_WEIGHTS = momentum_grid()


def density_transform(mol, dm, vectors):
    parts = []
    for start in range(0, len(vectors), 4000):
        pair = ft_aopair(mol, np.ascontiguousarray(vectors[start:start + 4000]))
        parts.append(np.einsum("gij,ij->g", pair, dm))
    return np.concatenate(parts)


class Molecule:
    """Hartree-Fock density of Li2 and its unfitted Coulomb self-energy."""
    def __init__(self, distance):
        self.atoms = [["Li", (0, 0, -distance / 2)],
                      ["Li", (0, 0, distance / 2)]]
        self.mol = gto.M(atom=self.atoms, unit="Bohr", basis="def2-svp",
                         verbose=0)
        self.mf = scf.RHF(self.mol)
        self.mf.conv_tol = 1e-12
        self.mf.kernel()
        assert self.mf.converged
        self.dm = np.asarray(self.mf.make_rdm1())
        self.eri = self.mol.intor("int2e", aosym="s1")
        self.U = 0.5 * np.einsum("ijkl,ij,kl->", self.eri, self.dm, self.dm,
                                 optimize=True)
        self.rho_k = density_transform(self.mol, self.dm, K_VECTORS)


class FittingSet:
    def __init__(self, system, lmax):
        self.system = system
        self.aux = gto.M(atom=system.atoms, unit="Bohr", verbose=0,
                         basis={"Li": fitting_basis(lmax)})
        self.J = self.aux.intor("int2c2e")
        self.three = df.incore.aux_e2(system.mol, self.aux, "int3c2e")
        self.b = np.einsum("ijP,ij->P", self.three, system.dm)
        self.c = np.linalg.solve(self.J, self.b)
        self.aux_k = ft_ao(self.aux, K_VECTORS)

    def plain_error(self, c):
        return self.system.U - 0.5 * c @ self.J @ c

    def robust_error(self, c):
        return self.system.U - (self.b @ c - 0.5 * c @ self.J @ c)

    def residual_energy(self, c):
        delta_k = self.system.rho_k - self.aux_k @ c
        return 0.5 * np.sum(K_WEIGHTS * np.abs(delta_k)**2)


def agree(a, b, scale=None):
    """0.1 percent allows for the unresolved interference at large k."""
    scale = abs(b) if scale is None else abs(scale)
    return abs(a - b) < 1e-3 * scale + 1e-8


R1, R2 = 5.0, 7.5
near, far = Molecule(R1), Molecule(R2)
N = near.mol.nelectron
U_k = 0.5 * np.sum(K_WEIGHTS * np.abs(near.rho_k)**2)
charge_k = density_transform(near.mol, near.dm, np.zeros((1, 3)))[0].real
assert abs(charge_k - N) < 1e-7
assert abs(U_k - near.U) < 1e-4     # finite momentum cutoff and angular grid

print("Li2, RHF/def2-SVP; U = Coulomb self-energy of the electron density")
print(f"separations R1, R2: {R1:.1f}, {R2:.1f} bohr; electrons N: {N}")
print(f"fit exponents: {SMALLEST_EXPONENT} * {RATIO}^n bohr^-2, "
      f"s,p,d counts per atom {SHELL_COUNTS}")
print(f"RHF energy at R1: {near.mf.e_tot:.8f} hartree")
print(f"U at R1, four-centre integrals: {near.U:.8f} hartree")
print(f"U at R1, momentum quadrature:   {U_k:.8f} hartree")

# Nested fitting sets: equality, sign and monotonic approach from below.
print("Coulomb fit at R1: functions, U_fit, U-U_fit, half (delta|delta) from k")
previous = -np.inf
for lmax, name in enumerate(("s", "s+p", "s+p+d")):
    fit = FittingSet(near, lmax)
    error = fit.plain_error(fit.c)
    residual = fit.residual_energy(fit.c)
    fitted = near.U - error
    assert error > 0 and agree(error, residual)
    assert fitted > previous
    previous = fitted
    print(f"  {name:6s} {len(fit.c):4d} {fitted:.8f} {error:.5e} "
          f"{residual:.5e} hartree")
best_error, best_residual = error, residual
lowest = np.linalg.eigvalsh(fit.J)[0]
assert lowest > 0
print(f"smallest eigenvalue of J, s+p+d: {lowest:.3e} (atomic units)")
print(f"s+p+d error U-U_fit at R1: {best_error * KJ_MOL:.5f} kJ/mol")

# Other choices of coefficients in the same s+p+d set.
q = ft_ao(fit.aux, np.zeros((1, 3)))[0].real
Jq = np.linalg.solve(fit.J, q)
lam = (N - q @ fit.c) / (q @ Jq)
constrained = fit.c + lam * Jq
overlap3 = df.incore.aux_e2(near.mol, fit.aux, "int3c1e")
overlap_fit = np.linalg.solve(fit.aux.intor("int1e_ovlp"),
                              np.einsum("ijP,ij->P", overlap3, near.dm))
choices = {"Coulomb": fit.c, "charge-constrained": constrained,
           "overlap metric": overlap_fit,
           "Coulomb x 1.001": 1.001 * fit.c, "Coulomb x 1.01": 1.01 * fit.c}
print("s+p+d at R1: plain error U-U_fit, robust error U-U_rob, "
      "half (delta|delta) from k; hartree")
residuals = {}
for name, c in choices.items():
    plain, robust = fit.plain_error(c), fit.robust_error(c)
    residuals[name] = fit.residual_energy(c)
    assert robust > 0 and agree(robust, residuals[name])
    assert residuals[name] >= best_residual * (1 - 1e-3) - 1e-8
    print(f"  {name:19s} {plain: .5e} {robust:.5e} {residuals[name]:.5e}")
assert fit.plain_error(choices["Coulomb x 1.01"]) < 0   # plain bound is lost
growth = ((residuals["Coulomb x 1.01"] - best_residual)
          / (residuals["Coulomb x 1.001"] - best_residual))
plain_growth = ((fit.plain_error(1.01 * fit.c) - best_error)
                / (fit.plain_error(1.001 * fit.c) - best_error))
assert abs(growth - 100) < 1 and abs(plain_growth - 10) < 0.2
print(f"tenfold scaling fault: plain error change grows x {plain_growth:.3f}, "
      f"robust x {growth:.2f}")
constrained_prediction = residuals["charge-constrained"] - lam * N
assert agree(fit.plain_error(constrained), constrained_prediction,
             residuals["charge-constrained"])
print(f"charge of the unconstrained Coulomb fit: {q @ fit.c:.7f} electrons")
print(f"constraint multiplier lam: {lam:.5e} hartree; lam*N: "
      f"{lam * N:.5e} hartree")
print(f"constrained plain error predicted from k and lam: "
      f"{constrained_prediction:.5e} hartree")

# Relaxed orbitals with fitted Coulomb energy and unfitted exchange.
relaxed = scf.RHF(near.mol).density_fit(auxbasis={"Li": fitting_basis(2)},
                                        only_dfj=True)
relaxed.conv_tol = 1e-12
relaxed.kernel(dm0=near.dm)
assert relaxed.converged
total_shift = relaxed.e_tot - near.mf.e_tot
assert total_shift <= -best_error + 1e-8
print(f"RHF energy shift, fitted Coulomb, orbitals relaxed: "
      f"{total_shift:.5e} hartree")
print(f"  part due to orbital relaxation: "
      f"{total_shift + best_error:.3e} hartree")

# Exchange at the fixed density: fitting moves this negative term upwards.
nao = near.mol.nao
flat = fit.three.reshape(nao * nao, -1)
eri_fit = (flat @ np.linalg.solve(fit.J, flat.T)).reshape((nao,) * 4)
exchange, exchange_fit = [
    -0.25 * np.einsum("ikjl,ij,kl->", g, near.dm, near.dm, optimize=True)
    for g in (near.eri, eri_fit)]
exchange_shift = exchange_fit - exchange
assert exchange_shift > 0
print(f"exchange energy at R1, unfitted: {exchange:.8f} hartree")
print(f"exchange shift from fitting: {exchange_shift:.5e} hartree")
print(f"Coulomb plus exchange shift, fixed density: "
      f"{exchange_shift - best_error:.5e} hartree")

# Difference between two structures: the two positive errors are subtracted.
far_fit = FittingSet(far, 2)
far_error = far_fit.plain_error(far_fit.c)
far_residual = far_fit.residual_energy(far_fit.c)
assert far_error > 0 and agree(far_error, far_residual)
difference = far.U - near.U
difference_fit = (0.5 * far_fit.c @ far_fit.J @ far_fit.c
                  - 0.5 * fit.c @ fit.J @ fit.c)
difference_error = difference_fit - difference
assert agree(difference_error, best_residual - far_residual,
             best_residual + far_residual)
assert -far_residual * 1.001 - 1e-8 <= difference_error
assert difference_error <= best_residual * 1.001 + 1e-8
print(f"U at R2: {far.U:.8f} hartree; s+p+d error U-U_fit: "
      f"{far_error:.5e} hartree")
print(f"U(R2)-U(R1), unfitted: {difference:.8f} hartree")
print(f"U(R2)-U(R1), fitted:   {difference_fit:.8f} hartree")
print(f"error of fitted difference: {difference_error:.5e} hartree "
      f"= {difference_error * KJ_MOL:.5f} kJ/mol")
print("done: every assertion held")
```

Running it gives:

```
Li2, RHF/def2-SVP; U = Coulomb self-energy of the electron density
separations R1, R2: 5.0, 7.5 bohr; electrons N: 6
fit exponents: 0.04 * 2.5^n bohr^-2, s,p,d counts per atom (10, 6, 5)
RHF energy at R1: -14.85498516 hartree
U at R1, four-centre integrals: 10.05243054 hartree
U at R1, momentum quadrature:   10.05243055 hartree
Coulomb fit at R1: functions, U_fit, U-U_fit, half (delta|delta) from k
  s        20 10.03888800 1.35425e-02 1.35425e-02 hartree
  s+p      56 10.05229605 1.34499e-04 1.34499e-04 hartree
  s+p+d   106 10.05242664 3.90849e-06 3.90902e-06 hartree
smallest eigenvalue of J, s+p+d: 2.687e-04 (atomic units)
s+p+d error U-U_fit at R1: 0.01026 kJ/mol
s+p+d at R1: plain error U-U_fit, robust error U-U_rob, half (delta|delta) from k; hartree
  Coulomb              3.90849e-06 3.90849e-06 3.90902e-06
  charge-constrained   8.20681e-04 4.00752e-06 4.00805e-06
  overlap metric      -8.49693e-03 1.56111e-05 1.56116e-05
  Coulomb x 1.001     -2.01110e-02 1.39609e-05 1.39614e-05
  Coulomb x 1.01      -2.02050e-01 1.00915e-03 1.00915e-03
tenfold scaling fault: plain error change grows x 10.045, robust x 100.00
charge of the unconstrained Coulomb fit: 6.0014552 electrons
constraint multiplier lam: -1.36112e-04 hartree; lam*N: -8.16674e-04 hartree
constrained plain error predicted from k and lam: 8.20682e-04 hartree
RHF energy shift, fitted Coulomb, orbitals relaxed: -3.90869e-06 hartree
  part due to orbital relaxation: -2.059e-10 hartree
exchange energy at R1, unfitted: -3.56279030 hartree
exchange shift from fitting: 2.18048e-06 hartree
Coulomb plus exchange shift, fixed density: -1.72801e-06 hartree
U at R2: 9.29606820 hartree; s+p+d error U-U_fit: 1.37762e-05 hartree
U(R2)-U(R1), unfitted: -0.75636235 hartree
U(R2)-U(R1), fitted:   -0.75637222 hartree
error of fitted difference: -9.86769e-06 hartree = -0.02591 kJ/mol
done: every assertion held
```
